# Landau levels of the square lattice at small magnetic flux

## Definitions and conventions

A spinless electron moves on a square lattice with sites \((m,l)\), lattice constant 1 and nearest-neighbour hopping amplitude \(-t\), \(t>0\). A uniform magnetic field puts \(\phi\) flux quanta \(h/e\) through each cell. Write

\[
b=2\pi\phi,\qquad \varepsilon=E/t .
\]

The field enters through hopping phases (the Peierls substitution). In Landau gauge,

\[
\varepsilon\,\psi_{m,l}=-\psi_{m+1,l}-\psi_{m-1,l}-e^{ibm}\psi_{m,l+1}-e^{-ibm}\psi_{m,l-1}.
\]

The two vertical bonds of a cell carry phases that differ by \(b\), so the phase round every cell has magnitude \(b\). Reversing its sign reverses the field and leaves the spectrum unchanged. Since the coefficients do not depend on \(l\), set \(\psi_{m,l}=e^{ik_yl}u_m\). This gives Harper's equation

\[
(hu)_m=-u_{m+1}-u_{m-1}-2\cos(k_y+bm)\,u_m=\varepsilon u_m .
\tag{1}
\]

Take \(\phi=1/q\) with integer \(q\geq3\). The coefficients then have period \(q\), and Bloch's condition \(u_{m+q}=e^{i\theta}u_m\) makes \(h\) a Hermitian \(q\times q\) matrix with levels \(\varepsilon_0\le\varepsilon_1\le\dots\). Norms and inner products of Bloch sequences are taken over one period.

**Theorem.** For each fixed \(n=0,1,2,\dots\), as \(q\to\infty\) and uniformly in \(\theta\) and \(k_y\),

\[
\varepsilon_n=-4+(2n+1)b-\frac{b^2}{16}\left[1+(2n+1)^2\right]
+\frac{b^3}{192}\left[n^3+(n+1)^3\right]+O(b^4).
\tag{2}
\]

The first three terms are the small-flux Landau level; their error is therefore \(O(b^3)\). The constant in the error depends on \(n\).

The proof constructs an approximate state for each level, shows that no other low levels exist, and then combines the two facts.

## Lemma 1: approximate states

**Lemma 1.** For each \(n\) there is a trial state \(u\) with \(\|u\|^2=1+O(b^2)\) and \(\|(h-e_n)u\|=O(b^3)\), where \(e_n\) denotes the first three terms of (2). Its mean energy \(\rho=\langle u,hu\rangle/\langle u,u\rangle\) equals the right side of (2) up to \(O(b^4)\).

*Proof.* Let the sequence be samples of a smooth function of real \(x\). Define

\[
K_x=-i\,\frac{d}{dx},\qquad K_y=k_y+bx,\qquad [K_x,K_y]=-ib .
\]

Since \(e^{\pm iK_x}f(x)=f(x\pm1)\), a shift takes samples to samples, and (1) is \(h=-2\cos K_x-2\cos K_y\). Near the band bottom, expand each cosine:

\[
h=-4+Q+V+W+R,
\]
\[
Q=K_x^2+K_y^2,\quad V=-\frac{K_x^4+K_y^4}{12},\quad W=\frac{K_x^6+K_y^6}{360}.
\]

Centre the coordinate on the potential minimum, \(s=\sqrt b\,(x+k_y/b)\), and set

\[
a=\frac{1}{\sqrt2}\left(s+\frac{d}{ds}\right),\qquad
a^\dagger=\frac{1}{\sqrt2}\left(s-\frac{d}{ds}\right),\qquad [a,a^\dagger]=1 .
\]

Then \(K_y=\sqrt b\,s=\sqrt{b/2}\,(a+a^\dagger)\) and \(K_x=-i\sqrt{b/2}\,(a-a^\dagger)\). Each momentum is of order \(\sqrt b\), so \(Q,V,W\) are of orders \(b,b^2,b^3\). On a fixed oscillator state the Taylor remainder \(R\) is \(O(b^4)\).

*Quadratic term.* The squares \(a^2\) and \(a^{\dagger2}\) cancel:

\[
Q=\frac b2\left[(a+a^\dagger)^2-(a-a^\dagger)^2\right]
=b(aa^\dagger+a^\dagger a)=b(2a^\dagger a+1).
\]

Its eigenfunctions are the normalized oscillator states \(\Phi_n\), with values \((2n+1)b\).

*Quartic term.* Products with an odd number of \(a^\dagger\) cancel in

\[
K_x^4+K_y^4=\frac{b^2}{4}\left[(a-a^\dagger)^4+(a+a^\dagger)^4\right]
=\frac{b^2}{2}\left(a^4+a^{\dagger4}+S\right),
\]

where \(S\) is the sum of the six orderings of two \(a\) and two \(a^\dagger\). It is diagonal, with value

\[
(n+1)(n+2)+(n+1)^2+2n(n+1)+n^2+n(n-1)=6n^2+6n+3 .
\]

Hence

\[
V_{nn}=-\frac{b^2(6n^2+6n+3)}{24}
=-\frac{b^2(2n^2+2n+1)}8=-\frac{b^2}{16}\left[1+(2n+1)^2\right].
\]

The remaining parts of \(V\) couple \(n\) to \(n\pm4\). With

\[
P_+=(n+1)(n+2)(n+3)(n+4),\qquad P_-=n(n-1)(n-2)(n-3),
\]

the matrix elements are \(V_{n\pm4,n}=-(b^2/24)\sqrt{P_\pm}\). The unperturbed energy differences are \(\pm8b\), so choose

\[
u=\Phi_n+\delta,\qquad
\delta=\frac b{192}\left(\sqrt{P_+}\,\Phi_{n+4}-\sqrt{P_-}\,\Phi_{n-4}\right),
\]

where the last term is absent for \(n<4\). This choice makes \([Q-(2n+1)b]\delta+(V-V_{nn})\Phi_n=0\). What remains is

\[
(h-e_n)u=(V-V_{nn})\delta+Wu+Ru=O(b^3).
\tag{3}
\]

*Mean energy.* Take the inner product of (3) with \(u\). Since \(\langle\Phi_n,\delta\rangle=0\) and \(\delta=O(b)\),

\[
\rho-e_n=W_{nn}+\langle\Phi_n,V\delta\rangle+O(b^4).
\]

For \(W_{nn}\), count the ways to apply \(a+a^\dagger\) three times to state \(n\). The components on \(n+3,n+1,n-1,n-3\) are

\[
\sqrt{(n+1)(n+2)(n+3)},\quad 3(n+1)^{3/2},\quad 3n^{3/2},\quad\sqrt{n(n-1)(n-2)} .
\]

The sum of their squares is the mean of \((a+a^\dagger)^6\), namely \(20n^3+30n^2+40n+15\). The two directions contribute equally, so

\[
W_{nn}=\frac{2}{360}\,\frac{b^3}{8}\,(20n^3+30n^2+40n+15)
=\frac{b^3}{288}(4n^3+6n^2+8n+3).
\]

The admixtures contribute

\[
\langle\Phi_n,V\delta\rangle=-\frac{b^3}{4608}(P_+-P_-)
=-\frac{b^3}{576}(2n^3+3n^2+7n+3),
\]

because \(P_+-P_-=16n^3+24n^2+56n+24\). Adding the two results gives

\[
\frac{b^3}{576}(6n^3+9n^2+9n+3)=\frac{b^3}{192}\left[n^3+(n+1)^3\right].
\]

*From the line to the lattice.* These inner products were integrals. Products of the functions involved are polynomials times Gaussians, in some cases also multiplied by powers of \(\cos K_y\), with factor \(e^{-s^2}\) apart from shifts of order \(\sqrt b\) in \(s\). By Poisson's summation formula, a sum over integers differs from the integral by Fourier components at multiples of \(2\pi\), which are of order \(e^{-\pi^2/b}\) times powers of \(b\). The residual has the same Gaussian decay, so its sampled norm is still \(O(b^3)\).

To satisfy Bloch's condition, replace \(u_m\) by \(\sum_j e^{-i\theta j}u_{m+jq}\). This commutes with \(h\). Overlaps of Gaussians centred \(q=2\pi/b\) apart are also of order \(e^{-\pi^2/b}\) times powers of \(b\). Both changes are smaller than any power of \(b\). ∎

## Lemma 2: no extra low levels

**Lemma 2.** Let \(\lambda_k=\varepsilon_k+4\). For fixed \(k\), \(\lambda_k/b\to2k+1\), uniformly in \(\theta\) and \(k_y\).

*Proof.* On the span of \(\Phi_0,\dots,\Phi_k\), the matrix of \(h+4\) is diagonal with entries \((2j+1)b\), up to \(O(b^2)\). The variational principle gives \(\lambda_k\le(2k+1)b+O(b^2)\).

For the lower bound, write \(w(x)=2-2\cos(k_y+bx)\). Then

\[
\langle u,(h+4)u\rangle=\sum_m|u_{m+1}-u_m|^2+\sum_m w(m)|u_m|^2 .
\]

Let \(f\) interpolate \(u\) linearly between sites. The first sum equals \(\int|f'|^2dx\). Integration over each interval gives

\[
\int|f|^2dx=\sum_m|u_m|^2-\frac16\sum_m|u_{m+1}-u_m|^2 .
\]

By convexity, \(|f|^2\) lies below the linear interpolation of \(|u_m|^2\). Each \(|u_m|^2\) is thus weighted by the average of \(w\) over a triangular function of half-width 1, whose second moment is \(1/6\). Since \(|w''|\le2b^2\), this average is at most \(w(m)+b^2/6\).

Let \(\mu_k\) be the levels of the continuum Mathieu operator \(-d^2/dx^2+w(x)\) with the same Bloch condition. Apply the variational principle to the interpolations of the lowest \(k+1\) lattice states. For \(\lambda_k<6\), which holds at small \(b\), they are independent and

\[
\mu_k\le\frac{\lambda_k+b^2/6}{1-\lambda_k/6}.
\tag{4}
\]

It remains to bound \(\mu_k\) from below. In the variable \(s\), \(\mu_k/b\) is a level of \(-d^2/ds^2+U\), with \(U=(2-2\cos\sqrt b\,s)/b\) on \(|s|\le\pi/\sqrt b\). Fix \(R_0>0\), and let \(g\) rise linearly from 0 at \(|s|=R_0\) to \(\pi/2\) at \(|s|=2R_0\), being constant elsewhere. With \(\chi=\cos g\) and \(\bar\chi=\sin g\),

\[
|f'|^2=|(\chi f)'|^2+|(\bar\chi f)'|^2-g'^2|f|^2,\qquad g'^2\le\frac{\pi^2}{4R_0^2}.
\]

Where \(\chi\ne0\), \(U\ge s^2-bs^4/12\ge s^2-4bR_0^4/3\). Where \(\bar\chi\ne0\), \(U\ge4s^2/\pi^2\ge4R_0^2/\pi^2\). Choose \(R_0\) so large that the last bound exceeds \(2k+1\), and require \(\chi f\) to be orthogonal to the first \(k\) oscillator states. These are \(k\) linear conditions on \(f\), so the variational principle yields

\[
\frac{\mu_k}{b}\ge2k+1-\frac{4bR_0^4}{3}-\frac{\pi^2}{4R_0^2}.
\]

Let \(b\to0\), then \(R_0\to\infty\). Together with (4) and \(\lambda_k=O(b)\), this gives the missing lower bound on \(\lambda_k/b\). ∎

## Proof of the theorem

Expanding \(u\) in eigenvectors of \(h\) shows that some level lies within \(\|(h-e_n)u\|/\|u\|=O(b^3)\) of \(e_n\). By Lemma 2 it must be \(\varepsilon_n\), because the neighbouring levels are about \(2b\) away.

To keep the cubic term, normalize \(u\) and let \(\eta=\|(h-\rho)u\|=O(b^3)\). No level lies strictly between \(\varepsilon_{n-1}\) and \(\varepsilon_n\), so \((h-\varepsilon_{n-1})(h-\varepsilon_n)\) has no negative eigenvalue. Its mean in \(u\) is

\[
\eta^2+(\rho-\varepsilon_{n-1})(\rho-\varepsilon_n)\ge0,
\qquad\text{so}\qquad
\varepsilon_n-\rho\le\frac{\eta^2}{\rho-\varepsilon_{n-1}} .
\]

For \(n=0\), the variational principle gives \(\varepsilon_0\le\rho\). The same argument with \(\varepsilon_{n+1}\) gives \(\rho-\varepsilon_n\le\eta^2/(\varepsilon_{n+1}-\rho)\). Both denominators are of order \(b\), so \(\varepsilon_n-\rho=O(b^5)\). Lemma 1 supplies \(\rho\), which proves (2). ∎

## Remarks on meaning and limits

**Spacing.** From the first three terms,

\[
\varepsilon_{n+1}-\varepsilon_n=2b-\frac{n+1}{2}\,b^2+O(b^3).
\]

The leading spacing is the cyclotron energy for the band-bottom mass \(m^*=\hbar^2/(2ta_0^2)\), where \(a_0\) is the lattice constant in physical units. The lattice dispersion rises more slowly than a parabola, and this brings the levels closer together.

**Semiclassical limit.** Put \(\Delta=\varepsilon+4\). In polar coordinates in the \((K_x,K_y)\) plane, the energy contour is

\[
r^2=\Delta+\frac{\Delta^2}{12}(\cos^4\alpha+\sin^4\alpha)+O(\Delta^3).
\]

The angular average of \(\cos^4\alpha+\sin^4\alpha\) is \(3/4\), so the enclosed area is \(\pi(\Delta+\Delta^2/16)\) to this order. Onsager's quantization sets it equal to \(2\pi b(n+\tfrac12)\). With \(X=(2n+1)b\), this gives \(\Delta=X-X^2/16\). The area rule thus reproduces the \((2n+1)^2\) part of the correction. The remaining \(-b^2/16\) comes from operator ordering, which the classical area does not contain.

**Top of the band.** Replacing \(u_m\) by \((-1)^mu_m\) and \(k_y\) by \(k_y+\pi\) changes the sign of \(h\); the Bloch phase becomes \(\theta+q\pi\), a shift by \(\pi\) for odd \(q\), which does not affect (2). Levels near \(+4\) are therefore the negatives of those in (2), and they move downward as the field grows.

**Range of use.** For large \(n\), the quadratic correction divided by the leading shift is close to \(X/16\). The closed contours around the minimum end at the saddle energy \(\varepsilon=0\), where the enclosed area is \(2\pi^2\), half the Brillouin zone. Setting this equal to \(\pi X\), as in the area rule above, gives \(X=2\pi\). This value is an outer limit for formula (2), which loses accuracy before reaching it. At \(\phi=1/50\) and \(n=22\), where \(X=0.9\cdot2\pi\), the error including the cubic term is \(0.075t\), about one level spacing. Formula (2) is an expansion at fixed \(n\) for small flux, not at fixed flux for all \(n\).

**Several wells.** At \(\phi=p/q\), the potential in (1) has \(p\) minima in one period. For fixed \(p\) and large \(q\), each minimum supplies one trial state per \(n\), and the localization argument applies around each. A Landau level is then a cluster of \(p\) subbands, holding \(p/q=\phi\) states per site. Diagonalizing (1) at \(\phi=3/200\), \(\theta=0\) and \(k_y=0.1\) gives three lowest levels that agree within numerical rounding. The fourth lies \(0.184t\) above them.

## Remark on subband width

At \(\phi=1/q\), the determinant of \(h-\varepsilon\) has a simple dependence on momentum:

\[
\det(h-\varepsilon)=D(\varepsilon)-2\cos\theta-2\cos(qk_y).
\tag{5}
\]

The \(\theta\) terms come from the two cyclic permutations. Each has sign \((-1)^{q-1}\) and hopping product \((-1)^qe^{\pm i\theta}\), giving \(-e^{\pm i\theta}\). Changing \(k_y\) by \(b\) relabels the sites, so only harmonics of \(qk_y\) occur. The highest comes from the diagonal product, with coefficient

\[
\prod_{m=0}^{q-1}(-e^{ibm})=(-1)^qe^{i\pi(q-1)}=-1 .
\]

The cosine terms span a total range of 8. Call the level at \(\cos\theta+\cos(qk_y)=0\) the subband centre \(\varepsilon_n^c\). There \(D(\varepsilon)=\prod_j(\varepsilon_j^c-\varepsilon)\). Linearizing \(D\) for a subband much narrower than its gaps gives

\[
\text{width in units of }t\simeq
\frac{8}{\prod_{j\ne n}|\varepsilon_j^c-\varepsilon_n^c|}.
\tag{6}
\]

At \(q=12\), both (6) and the difference between directly diagonalized band edges give \(1.389\times10^{-5}t\) for the lowest subband.

By (5), \(\theta\) and \(k_y\) contribute equally to the width. The \(\theta\) part comes from tunnelling between wells. The \(k_y\) part comes from the position of the lattice sites relative to the bottom of a well, and is present even for a single well. To estimate the tunnelling part, note that in the barrier at \(\varepsilon=-4\), a decaying solution with local rate \(\kappa\) obeys \(\cosh\kappa=2-\cos y\), where \(y=k_y+bx\). Since \(dx=q\,dy/(2\pi)\), the leading WKB exponent is \(\gamma q\), with

\[
\gamma=\frac1{2\pi}\int_0^{2\pi}\operatorname{arccosh}(2-\cos y)\,dy=1.16624,
\]

evaluated by numerical quadrature. For \(n=0\), the zero-point energy \(b\) lowers the exponent by \(\tfrac12\int dy/\sinh\kappa\). Near each well \(\sinh\kappa\simeq|y|\), and the cutoff is \(|y|\sim\sqrt b\). The two ends together lower the exponent by \(\tfrac12\ln(1/b)\), up to a constant. With an attempt frequency proportional to \(b\), the WKB estimate is a width proportional to \(b^{1/2}e^{-\gamma q}\), or \(q^{-1/2}e^{-\gamma q}\). Widths from (6) at \(q=40\) and 80, with the factor \(q^{-1/2}\) removed, give \(\gamma=1.16585\).

## Example: one fiftieth of a flux quantum

For \(\phi=1/50\), \(b=2\pi/50=0.125664\) and \(b^2=0.015791\). The lowest level is

\[
\varepsilon_0\simeq-4+0.125664-\frac{2}{16}(0.015791)=-3.876310 .
\]

The table compares the formula through \(b^2\) with subband centres from diagonalization of (1). Energies are in units of \(t\).

| \(n\) | through \(b\) | through \(b^2\) | Harper |
|---|---:|---:|---:|
| 0 | −3.874336 | −3.876310 | −3.876300 |
| 1 | −3.623009 | −3.632878 | −3.632788 |
| 2 | −3.371681 | −3.397342 | −3.396992 |
| 3 | −3.120354 | −3.169702 | −3.168797 |
| 12 | −0.858407 | −1.476245 | −1.440677 |

For \(n=0\), Harper's value lies \(1.00\times10^{-5}t\) above the formula, while the \(b^3\) term is \(1.03\times10^{-5}t\). For \(n=3\), the corresponding numbers are \(9.05\times10^{-4}t\) and \(9.41\times10^{-4}t\). At \(n=12\) they are \(0.0356t\) and \(0.0406t\). Here \(X=25b=3.14\), already half the saddle value \(2\pi\), and the cubic term overestimates the remaining difference by about 14 per cent of that difference.

The first spacing is \(2b=0.251327\) at leading order and \(2b-b^2/2=0.243432\) with the correction; Harper's equation gives \(0.243512\). By (6), the lowest subband is only \(4.2\times10^{-25}t\) wide, so its width does not affect the comparison.

The \(b^2\) coefficient can also be extracted from Harper centres at \(q=200\) and 400. Subtract \(-4+(2n+1)b\), divide by \(b^2\), and extrapolate linearly to \(b=0\). The results for \(n=0,1,2\) are \(-0.12500\), \(-0.62499\) and \(-1.62498\), against \(-1/8\), \(-5/8\) and \(-13/8\) from (2).

For scale, a field of 10 T through a square cell of side 0.4 nm gives \(\phi=Ba_0^2e/h=3.87\times10^{-4}\), about fifty times less than in the example. The quadratic correction to the lowest level is then \(b/8\simeq3\times10^{-4}\) of its leading shift. In a real crystal, further hopping can change the coefficients of \(b\) and \(b^2\). Electron spin with \(g=2\) adds shifts of \(\pm(m^*/m_e)b\,t\), where \(m_e\) is the free-electron mass. These are linear in the field and exceed the lowest level's quadratic correction when \(m^*/m_e>b/8\). The numbers above therefore describe the nearest-neighbour, spinless model, not a particular material.

All numerical values are calculated from the stated model.
